# Safe Read Voltages of a Complementary Resistive Switch, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The interval for one pair of cells

In the model device treated here, a cell that begins to reset at 0.80 V keeps its low resistance while 1.342 V is held across the device. Its partner begins to set at 1.00 V, yet with 1.05 V applied through 1 kΩ of wire it can stop at 12.1 kΩ, short of its final 10 kΩ. Both facts have one origin: the two cells share the applied voltage in proportion to their resistances, and the shares change while a cell switches.

### The device and its conventions

A complementary resistive switch consists of two bipolar cells, A and B, joined in series with opposite polarity. Each cell has a resistance that can move between a low value and a high value. The low values are \(L_A\) and \(L_B\); the high value is \(R_H\) for both, with \(R_H>L_A,L_B\). The wires that lead to the pair add a fixed resistance \(R_s\ge 0\).

The voltage of a cell is counted in that cell's own polarity: positive values drive it towards low resistance (SET), negative values towards high resistance (RESET). The applied voltage \(V\) is positive when it drives A towards SET. Because B is mounted the other way round, the same current drives B towards RESET. With instantaneous resistances \(R_A\) and \(R_B\), the current is

\[
I=\frac{V}{R_A+R_B+R_s},
\]

and the cell voltages are

\[
v_A=+\frac{V R_A}{R_A+R_B+R_s},\qquad
v_B=-\frac{V R_B}{R_A+R_B+R_s}. \tag{1}
\]

The minus sign in \(v_B\) expresses the antiserial connection and nothing else. The magnitudes and the wire drop \(IR_s\) add up to \(V\).

Three combinations of resistances matter:

- state 0: A high, B low;
- state 1: A low, B high;
- ON: both low.

The stored bit is 0 or 1. ON appears during a read.

### The switching rules

The following rules are the assumptions of the theorem.

1. A cell at \(R_H\) begins to set when its voltage is at least \(V_{\rm set}\).
2. Once its resistance is below \(R_H\), it continues to set as long as its voltage is at least \(V_c\), where \(0<V_c\le V_{\rm set}\). It stops for good at its low value.
3. A cell below \(R_H\) resets, that is, its resistance rises, as long as its voltage is at most \(-V_{\rm reset}\), with \(V_{\rm reset}>0\). It stops at \(R_H\).
4. In all other cases the resistance stays as it is.
5. Resistances change continuously, at a rate that does not fade to zero while the relevant condition holds, and the voltage is held until all motion has ended.

The continuation voltage \(V_c\) deserves its own symbol. Starting a conducting path and completing it are different processes, and there is no reason for both to need the same voltage. A model in which a cell jumps at once from high to low has no place for \(V_c\), and so cannot say whether the jump would be completed when the voltage share of the cell collapses.

A positive read voltage is called safe if

- state 0 goes fully to ON, and B does not begin to reset on the way or at the end;
- state 1 is left unchanged.

Safe does not mean non-destructive. State 0 is replaced by ON and must be restored after the read. What is excluded is an incomplete transition, and a run through ON into state 1, which would turn one stored bit into the other.

### Why one state has to switch

**Lemma 1.** For matched ohmic cells, \(L_A=L_B=R_L\), states 0 and 1 carry the same current at any voltage that switches neither.

*Proof.* In state 0 the total resistance is \(R_H+R_L+R_s\). In state 1 it is \(R_L+R_H+R_s\), which is the same sum. ∎

The statement extends to nonlinear cells if their current–voltage curves are odd. In state 0 the high cell is driven in its SET polarity, in state 1 in its RESET polarity. An odd curve gives the same current magnitude in both, so the series circuit has the same solution. If the curves are not odd, or the cells are not matched, a difference remains. It is small compared with the difference between \(R_H\) and \(R_L\) if the asymmetry and the mismatch are slight, but it can be large for strongly rectifying cells.

This equality is useful in an array, because a stored device has a high resistance whatever its bit. It is also the reason for the lower bound on the read voltage: to be told apart from state 1 by its resistance, state 0 has to switch.

### State 1 does not respond

**Lemma 2.** Under the rules above, no positive voltage changes state 1.

*Proof.* For \(V>0\), equation (1) gives \(v_A>0\) and \(v_B<0\). Cell A is driven towards SET but is already at \(L_A\), where setting ends. Cell B is driven towards RESET but is already at \(R_H\), where resetting ends. ∎

The lemma rests on the rules having a hard upper end at \(R_H\). A real high-resistance cell breaks down if its voltage is too large. That separate limit is sized in Part II.

### Start and completion of the SET process

**Lemma 3.** Let the pair be in state 0 and let B remain at \(L_B\). Cell A begins to set if and only if

\[
V\ge V_{\rm start}=V_{\rm set}\left(1+\frac{L_B+R_s}{R_H}\right). \tag{2}
\]

Having begun, it reaches \(L_A\) if and only if

\[
V\ge V_{\rm full}=V_c\left(1+\frac{L_B+R_s}{L_A}\right). \tag{3}
\]

*Proof.* Before switching, \(R_A=R_H\) and \(R_B=L_B\). Rule 1 requires

\[
\frac{V R_H}{R_H+L_B+R_s}\ge V_{\rm set}.
\]

Multiplication by the positive quantity \((R_H+L_B+R_s)/R_H\) gives (2).

During the transition, divide numerator and denominator of \(v_A\) by \(R_A\):

\[
v_A=\frac{V}{1+(L_B+R_s)/R_A}. \tag{4}
\]

As \(R_A\) falls, the denominator grows, so \(v_A\) falls. The smallest value on the way is therefore the one at the end, \(R_A=L_A\):

\[
v_{A,\min}=\frac{V}{1+(L_B+R_s)/L_A}.
\]

If this is at least \(V_c\), the continuation rule holds all the way and A reaches \(L_A\). This is condition (3). If it is smaller than \(V_c\), then by continuity \(v_A<V_c\) also for resistances slightly above \(L_A\). Cell A cannot pass through that range, and it stops before \(L_A\). ∎

Setting thus works against itself: a cell that becomes more conducting hands voltage over to its partner and to the wires. The resistance at which a stalled cell stops follows from \(v_A=V_c\):

\[
V R_A=V_c(R_A+L_B+R_s).
\]

Subtracting \(V_cR_A\) from both sides and dividing by \(V-V_c\) gives

\[
R_A^{\rm stall}=\frac{(L_B+R_s)V_c}{V-V_c}, \tag{5}
\]

valid for \(V_{\rm start}\le V<V_{\rm full}\), if B has not moved. Because \(V_c\le V_{\rm set}\), this value lies below \(R_H\), except in the limiting case \(V_c=V_{\rm set}\) and \(V=V_{\rm start}\), where it equals \(R_H\).

With \(L_B=10\) kΩ, \(R_s=1.0\) kΩ, \(V_c=0.55\) V and \(V=1.05\) V,

\[
R_A^{\rm stall}=\frac{11\ \text{k}\Omega\times0.55}{1.05-0.55}=12.1\ \text{k}\Omega .
\]

This is the second fact of the opening. The stalled cell is close to its final resistance and far below the high resistance, taken here as \(R_H=1000\) kΩ, so a sense circuit could still recognize it. The bound \(V_{\rm full}\) is needed because safe was defined to include a complete SET. A designer who accepts a partly set cell may go below \(V_{\rm full}\), but not below \(V_{\rm start}\), and then has to ask whether a cell left at an intermediate resistance can be restored reliably.

### The onset of RESET

**Lemma 4.** Let B be at \(L_B\) and let \(R_A\) lie anywhere between \(L_A\) and \(R_H\). If

\[
V<V_{\rm up}=V_{\rm reset}\left(1+\frac{L_A+R_s}{L_B}\right), \tag{6}
\]

then B does not begin to reset. If \(V\ge V_{\rm up}\), B begins to reset at the latest when A has reached \(L_A\). Once begun at fixed \(V\), the reset of B goes on to \(R_H\).

*Proof.* With \(R_B=L_B\),

\[
|v_B|=\frac{V L_B}{R_A+L_B+R_s}.
\]

This grows as \(R_A\) falls, so its largest value occurs at \(R_A=L_A\). Rule 3 is not met anywhere on the way if

\[
\frac{V L_B}{L_A+L_B+R_s}<V_{\rm reset},
\]

and multiplication by \((L_A+L_B+R_s)/L_B\) gives (6). If the inequality fails, the rule is met at \(R_A=L_A\), if not before.

For the last claim write, for any \(R_B\),

\[
|v_B|=\frac{V}{1+(R_A+R_s)/R_B}.
\]

While B resets, \(R_B\) rises. Cell A is driven towards SET, so \(R_A\) either falls or stays. The ratio \((R_A+R_s)/R_B\) therefore falls and \(|v_B|\) rises. The reset condition, once met, remains met until \(R_B=R_H\). ∎

The contrast with Lemma 3 is the main asymmetry of the model. SET lowers the voltage of the cell that is setting and may stall. RESET raises the voltage of the cell that is resetting and, with the constant threshold of rule 3, runs to completion. In a real cell the insulating gap widens during RESET, and the field in it can fall although the voltage rises. RESET may then slow down and stop at an intermediate resistance.

### The theorem

**Theorem.** Under rules 1–5, a positive voltage \(V\) is a safe read voltage if and only if

\[
\boxed{\;\max\{V_{\rm start},V_{\rm full}\}\le V<V_{\rm up}\;} \tag{7}
\]

with the three voltages given by (2), (3) and (6).

*Proof.* Suppose (7) holds and the pair is in state 0. By Lemma 4, B stays at \(L_B\) for every value that \(R_A\) can take. Lemma 3 then applies: A begins to set because \(V\ge V_{\rm start}\) and finishes because \(V\ge V_{\rm full}\). The pair ends in ON. State 1 is unchanged by Lemma 2. Hence \(V\) is safe.

Conversely, suppose \(V\) is safe. Then B stays at \(L_B\) while A goes from \(R_H\) to \(L_A\). Lemma 3 requires \(V\ge V_{\rm start}\) and \(V\ge V_{\rm full}\). At the end the pair is in ON and B must not begin to reset, so Lemma 4 requires \(V<V_{\rm up}\). ∎

The edges of the pulse do no harm. While the voltage rises towards \(V\), cell A may begin and stall, but it resumes as the voltage grows; the final voltage decides. The voltage on B is smaller at smaller applied voltage, at equal resistances. While the voltage falls back to zero, A is at its lower end and \(|v_B|\) stays below \(V_{\rm reset}\), so ON survives.

For matched cells, \(L_A=L_B=R_L\), the interval becomes

\[
\max\left\{V_{\rm set}\left(1+\frac{R_L+R_s}{R_H}\right),\,V_c\left(2+\frac{R_s}{R_L}\right)\right\}\le V<V_{\rm reset}\left(2+\frac{R_s}{R_L}\right). \tag{8}
\]

If \(R_s=0\), \(R_L/R_H\to0\) and \(V_c\le V_{\rm set}/2\), it reduces to \(V_{\rm set}<V<2V_{\rm reset}\), where the strict lower sign records that \(V_{\rm start}\) lies slightly above \(V_{\rm set}\) at any finite \(R_H\). The factor 2 has a simple source: in ON, two equal cells each take half the voltage. For \(V_c>V_{\rm set}/2\) the same limit has the lower bound \(2V_c\), and \(V_{\rm set}\) alone would be too low.

The upper bound rests on the hard lower end of rule 2. If A could go on setting below its low value, it would stop only where \(v_A=V_c\). The current would then be \((V-V_c)/(L_B+R_s)\), and B would begin to reset at \(V=V_c+V_{\rm reset}(1+R_s/L_B)\), which is \(V_c+V_{\rm reset}\) at \(R_s=0\) and lies below \(2V_{\rm reset}\) when \(V_c<V_{\rm reset}\). In many filamentary cells the low resistance is such a stall point rather than a fixed end, and \(V_c\) is close to \(V_{\rm reset}\). For such cells the interval for a complete SET is narrow or empty, and a read ends with A only partly set.

### When the interval exists

The bounds \(V_{\rm full}\) and \(V_{\rm up}\) both refer to the ON configuration, and they are clearest in terms of its current. Let \(S=L_A+L_B+R_s\), so that \(I_{\rm on}=V/S\). Equations (3) and (6) read

\[
V_{\rm full}=\frac{V_cS}{L_A},\qquad V_{\rm up}=\frac{V_{\rm reset}S}{L_B},
\]

and the requirement \(V_{\rm full}\le V<V_{\rm up}\), divided by \(S\), is

\[
\frac{V_c}{L_A}\le I_{\rm on}<\frac{V_{\rm reset}}{L_B}. \tag{9}
\]

One current flows through both cells. It must be large enough to finish the SET of A and too small to start the RESET of B. Such a current exists if and only if

\[
\frac{L_B}{L_A}<\frac{V_{\rm reset}}{V_c}. \tag{10}
\]

The wire resistance has dropped out of this condition. In addition, \(V_{\rm start}<V_{\rm up}\) is needed. For matched cells, (10) says \(V_c<V_{\rm reset}\): a cell must be able to finish setting at a voltage whose magnitude is below that at which its equal partner begins to reset.

With \(V_{\rm reset}=0.80\) V and \(V_c=0.55\) V, condition (10) allows \(L_B/L_A\) up to, but not including, 1.455. A partner cell whose low resistance is too large takes so much of the voltage in ON that any voltage high enough to finish the SET of A also starts the RESET of B.

For matched cells at \(R_s=0\), the second condition is \(V_{\rm set}(1+R_L/R_H)<2V_{\rm reset}\). It fails for every resistance ratio if \(V_{\rm set}\ge2V_{\rm reset}\). If \(V_{\rm set}<2V_{\rm reset}\), it is met by making \(R_H/R_L\) large enough.

A known series resistance does not by itself destroy the interval of a matched pair. By (8), it multiplies \(V_{\rm full}\) and \(V_{\rm up}\) by the same factor, while \(V_{\rm start}\) changes by the small term \(V_{\rm set}R_s/R_H\). The difficulty in an array is that one voltage has to serve devices with different \(R_s\).

## Part II. The read voltage in a crossbar

The symbols carried over are these. Cells A and B are antiserial; state 0 is (high, low), state 1 is (low, high), ON is (low, low). A cell begins to set at \(V_{\rm set}\), continues down to \(V_c\), and begins to reset at \(-V_{\rm reset}\). For matched cells with low resistance \(R_L\), high resistance \(R_H\) and wire resistance \(R_s\), Part I gave

\[
V_{\rm start}=V_{\rm set}\left(1+\frac{R_L+R_s}{R_H}\right),\quad
V_{\rm full}=V_c\left(2+\frac{R_s}{R_L}\right),\quad
V_{\rm up}=V_{\rm reset}\left(2+\frac{R_s}{R_L}\right).
\]

A read voltage \(V\) is safe if and only if \(\max\{V_{\rm start},V_{\rm full}\}\le V<V_{\rm up}\). It takes state 0 to ON and leaves state 1 alone.

### One voltage for near and far devices

Consider an array of \(N\times N\) devices, with wire resistance \(r_w\) per pitch. The farthest device is reached through \(N\) pitches of each of two lines, so that \(R_{s,\max}=2Nr_w\). For the nearest device \(R_s\) is taken as zero, which errs on the safe side.

For a single pair of cells, a positive read voltage is safe exactly when it is at least \(V_{\rm start}\) and \(V_{\rm full}\) and below \(V_{\rm up}\). It remains to find one voltage that serves both near and far devices in the array, and to see how leakage, unequal cells, slow switching and heating affect it.
